# All-order thermal diffuse scattering and the limits of one-phonon theory in silicon

For a harmonic crystal with two identical atoms per cell, the thermal diffuse intensity of all phonon orders at a wavevector $Q$ is one Fourier coefficient of an exponential:

$$I(Q)=\frac12\sum_{\kappa\kappa'}\sum_R e^{-iQ\cdot(R+\tau_\kappa-\tau_{\kappa'})}\,e^{-2W+G_{\kappa\kappa'}(R)},\qquad G_{\kappa\kappa'}(R)=Q\cdot C_{\kappa\kappa'}(R)\cdot Q. \tag{1}$$

Here $C_{\kappa\kappa'}(R)=\langle u_\kappa(R)\,u_{\kappa'}(0)\rangle$ is the equal-time displacement correlation, $\tau_\kappa$ is an atom's position in its cell, and $2W=Q^2\langle u_x^2\rangle$. The intensity is per atom, in units of the squared form factor $f(Q)^2$. The sum runs over a periodic supercell of $N=L^3$ primitive cells. $Q=K+q$ lies on its reciprocal mesh, with $K$ a reciprocal lattice vector and $q\neq0$.

One-phonon theory keeps the term linear in $G$. For silicon at 300 K, described by the Stillinger–Weber potential, it misses 10% of the shell-averaged diffuse intensity at $|Q|\approx3.2$ bohr$^{-1}$ (6.1 Å$^{-1}$) and half of it at 8.1 bohr$^{-1}$ (15.3 Å$^{-1}$). At the zone-boundary points $(h,0,0)$ with odd $h$, in units of $2\pi$ over the lattice constant, it fails earlier, and beside strong Bragg peaks later.

Hartree atomic units are used, with temperature $T$ as an energy.

## The exponential must not be expanded

The detector is assumed to collect all phonon energies at fixed $Q$, which suits X-rays because their energy far exceeds a phonon's. The intensity is then an equal-time average. With rigid spherical atoms, $f^2$ factors out:

$$I=\frac1{2N}\sum_{R\kappa,R'\kappa'}e^{-iQ\cdot(R+\tau_\kappa-R'-\tau_{\kappa'})}\left\langle e^{-iQ\cdot[u_\kappa(R)-u_{\kappa'}(R')]}\right\rangle .$$

The two displacement exponentials could be merged because positions at equal times commute.

The average follows from a single oscillator. Let $x=(a+a^\dagger)/\sqrt2$, $E=e^{ikx}$, $\chi(k)=\langle E\rangle$ and $\rho\propto e^{-\beta a^\dagger a}$ with $\beta=\omega/T$. Since $\rho a=e^{\beta}a\rho$, cyclic invariance of the trace gives $\langle aE\rangle=e^\beta\langle Ea\rangle$. The commutator $[a,E]=(ik/\sqrt2)E$ gives $\langle aE\rangle-\langle Ea\rangle=ik\chi/\sqrt2$. Eliminating $\langle Ea\rangle$,

$$\langle aE\rangle=\frac{ik}{\sqrt2}\,\frac{\chi}{1-e^{-\beta}}=\frac{ik}{\sqrt2}(\bar n+1)\chi,\qquad \bar n=\frac1{e^\beta-1}.$$

Likewise $\rho a^\dagger=e^{-\beta}a^\dagger\rho$ and $[a^\dagger,E]=-(ik/\sqrt2)E$ give $\langle a^\dagger E\rangle=(ik/\sqrt2)\,\bar n\chi$. Therefore

$$\chi'=i\langle xE\rangle=\frac{i}{\sqrt2}\,\frac{ik}{\sqrt2}(2\bar n+1)\chi=-k\langle x^2\rangle\chi,\qquad \langle x^2\rangle=\bar n+\tfrac12,$$

so $\chi=e^{-k^2\langle x^2\rangle/2}$, zero-point motion included. A displacement difference is a sum over independent normal coordinates. Their averages multiply and their variances add, so for $X=Q\cdot(u-u')$,

$$\langle e^{-iX}\rangle=e^{-\langle X^2\rangle/2},\qquad -\tfrac12\langle X^2\rangle=-\tfrac12\langle(Q\cdot u)^2\rangle-\tfrac12\langle(Q\cdot u')^2\rangle+\langle(Q\cdot u)(Q\cdot u')\rangle .$$

Tetrahedral site symmetry makes each of the first two averages $Q^2\langle u_x^2\rangle=2W$. The right side is thus $-2W+G$. Translation invariance turns the sum over $R'$ into a factor $N$, which gives (1).

The naive scheme expands $e^G=\sum_pG^p/p!$ and stops at $p=1$. Because $e^{-iK\cdot R}=1$, the phase of cell $R$ is $e^{-iq\cdot R}$. The $p=0$ term contains $\sum_Re^{-iq\cdot R}$, which vanishes for $q\ne0$: it is the Bragg scattering. The next term is

$$I_1=\frac{e^{-2W}}2\sum_{\kappa\kappa'}e^{-iQ\cdot(\tau_\kappa-\tau_{\kappa'})}g_{\kappa\kappa'}(q),\qquad g_{\kappa\kappa'}(q)=\sum_R e^{-iq\cdot R}G_{\kappa\kappa'}(R). \tag{2}$$

For the second order, insert $G(R)=N^{-1}\sum_{q'}e^{iq'\cdot R}g(q')$ twice. The sum over $R$ forces the two wavevectors to add to $q$:

$$\sum_R e^{-iq\cdot R}\,\frac{G_{\kappa\kappa'}(R)^2}{2}=\frac1{2N}\sum_{q'}g_{\kappa\kappa'}(q')\,g_{\kappa\kappa'}(q-q').$$

Each further order adds another convolution, and one must still decide where to stop. At $Q=(13,0,0)$, in units of $2\pi/a$ with $a$ the lattice constant, orders one to five supply 32.2, 39.6, 19.9, 6.4 and 1.6% of the intensity. Two-phonon scattering exceeds one-phonon scattering there, and a correction by one extra order would still omit 28%. In real space the whole series costs one exponential per pair.

No order is negative. $G$ is a covariance matrix over sites, and its elementwise power $G^p$ is the covariance of a product of $p$ independent copies of the field $Q\cdot u$. The intensity of order $p$ is a quadratic form of that covariance. The missing share $1-I_1/I$ therefore lies between 0 and 1.

## One Fourier transform does not give the whole pattern

It is tempting to compute $e^{G(R)}$ once and transform it to every $q$. But $G$ contains $Q$ twice. Such a transform holds the exponent at one $Q$ while the phase moves to others, so it is right at that $Q$ and at $-Q$, where $G$ is the same, and in general wrong elsewhere. Symmetry supplies a few exceptions: $(12,0.2,0.4)$ and its mirror image $(-12,0.2,0.4)$ have the same intensity, and they differ by $(24,0,0)$, which leaves every phase unchanged.

The remedy is to separate what depends on $Q$ from what does not. The tensor $C(R)$ does not, and it comes from one inverse FFT over the phonon mesh. Each $Q$ then needs its own contraction $Q\cdot C\cdot Q$ and a single Fourier coefficient. That takes $4N$ exponentials, or 4000 for $L=10$.

To obtain $C(R)$, let $\Phi_{\kappa\kappa'}(R)$ be the force-constant block between atom $\kappa$ in the home cell and $\kappa'$ in cell $R$, and let $\Phi(q)=\sum_R\Phi(R)e^{iq\cdot R}$. The eigenvectors $v_\nu$ of $\Phi(q)/m$, with eigenvalues $\omega_\nu^2$, give normal modes $v_\nu e^{iq\cdot R}/\sqrt N$. A mass-weighted normal coordinate is $x/\sqrt\omega$, so its variance is $(\bar n+\frac12)/\omega=\coth(\omega/2T)/2\omega$. Dividing by the mass gives

$$C(q)=\frac1m\sum_\nu v_\nu v_\nu^\dagger\,\frac{\coth(\omega_\nu/2T)}{2\omega_\nu},\qquad C(R)=\frac1N\sum_q e^{iq\cdot R}C(q). \tag{3}$$

## The supercell lacks its uniform mode

At $q=0$ the three acoustic modes have zero frequency and formally infinite variance, so they are left out of (3). This damages the Debye–Waller factor. Near $q=0$ the variance tends to $T/\omega^2\propto1/q^2$. Write $q$ as the mesh spacing $\Delta\propto1/L$ times an integer vector. The difference between the sum without its origin and the integral then scales as $\Delta^3\cdot\Delta^{-2}=\Delta$, an error of order $1/L$. Terms odd in $q$ cancel, and the next error is of order $1/L^3$.

The calculated $\langle u_x^2\rangle$ is 0.017504 bohr² at $L=12$ and 0.018149 bohr² at $L=24$. Removing the $1/L$ term gives

$$\langle u_x^2\rangle_\infty=2(0.018149)-0.017504=0.018794\ \text{bohr}^2,$$

or 0.00526 Å². The $L=12$ value is 7% below this limit. A mesh shifted off $q=0$ extrapolates to 0.018798 bohr².

Let $\delta=\langle u_x^2\rangle_\infty-\langle u_x^2\rangle_L$. The missing motion is long-wavelength, so neighbouring atoms share nearly all of it. The simplest repair treats it as rigid and adds $\delta$ times the unit matrix to $C_{\kappa\kappa'}(R)$ for every pair. This is exact for an atom with itself and approximate for distant pairs: at $L=10$ the correlation actually missing there falls to about $0.7\,\delta$ when averaged over directions, and lower along some of them. With this repair,

$$G\to G+\delta Q^2,\qquad 2W\to2W+\delta Q^2,\qquad -2W+G\to-2W+G.$$

At $q\ne0$ the all-order intensity does not change, because a rigid translation multiplies the scattered amplitude by a phase.

One-phonon theory has no such protection. In (2) the added constant drops out of $g(q)$ at $q\ne0$, but the prefactor falls by $e^{-\delta Q^2}$. Without the restoration, $I_1$ is too large by $e^{\delta Q^2}$. The excess belongs to processes in which the phonon $q$ is accompanied by others of very long wavelength. The one-phonon intensity must therefore be computed with the extrapolated $\langle u_x^2\rangle$.

Going from $L=8$ to $L=12$ at $(13,0,0)$ changes the uncorrected Debye–Waller factor by 4.1%, relative to its $L=12$ value, and the all-order intensity by 0.018%. The scaling argument suggests a remaining error of order $1/L^3$ for the latter; two sizes do not test that exponent.

The scheme is now complete:

1. Diagonalize $\Phi(q)$ on the mesh and form $C(R)$ by one inverse FFT.
2. Extrapolate $\langle u_x^2\rangle$ and add $\delta$ to the diagonal Cartesian elements of all blocks.
3. For each mesh vector $Q$, contract, exponentiate and sum with the phases. Swapping the two atoms of a pair conjugates its phase, so cosines suffice.
4. Sum $G$ with the same phases, times $e^{-2W}$, for the one-phonon part.

Direct sampling tests the result. For 20 000 random configurations of a 54-atom crystal, $|\sum e^{-iQ\cdot r}|^2/54$ at $Q=9.08$ bohr$^{-1}$ averages $0.470\pm0.003$. Equation (1) gives 0.465, 1.5 standard errors away. The one-phonon term gives 0.135 with the extrapolated $\langle u_x^2\rangle$ and 0.197 with that of the 54-atom crystal itself; both are far too small. The sampled crystals have no uniform motion while the formula has it restored, so the comparison also tests the cancellation.

## Force constants for silicon

The Stillinger–Weber energy is a pair term $\phi(r)$ plus, for each angle at an atom, $\lambda\epsilon(\cos\theta+\frac13)^2h(r)h(r')$, where $h$ is a smooth cutoff function. In the diamond structure $\cos\theta=-\frac13$, so the angular term and its first derivatives vanish. Equilibrium then requires $\phi'(r_0)=0$. Second neighbours lie just outside the cutoff. To second order in the displacements,

$$E_2=\sum_{\rm bonds}\tfrac12k(\delta r)^2+\sum_{\rm angles}K(\delta\cos\theta)^2,\qquad k=\phi''(r_0),\quad K=\lambda\epsilon\,h(r_0)^2 .$$

The second-order part of $\delta r$ does not enter because it multiplies $\phi'(r_0)=0$. Let $n_j$ be the unit vector from atom $i$ to neighbour $j$, and $d_j=u_j-u_i$. Then $\delta r=n_j\cdot d_j$ and $\delta n_j=[d_j-n_j(n_j\cdot d_j)]/r_0$. With $\cos\theta=n_j\cdot n_k=-\frac13$,

$$\delta\cos\theta=\frac{(n_k+\frac13n_j)\cdot d_j+(n_j+\frac13n_k)\cdot d_k}{r_0}.$$

The constants are $r_0=4.444$ bohr, $k=0.10614$ hartree/bohr² and $K=0.04844$ hartree. The resulting Hessian agrees with finite differences of the full potential to about one part in $10^6$.

The optical mode at $q=0$ can be checked by hand. Let the sublattices move apart by $s$. The four bonds give $\frac12k\cdot\frac43s^2$, since $\sum_j(n_j\cdot s)^2=\frac43s^2$. For an angle, $d_j=d_k=\pm s$, so $\delta\cos\theta=\pm\frac43(n_j+n_k)\cdot s/r_0$. The six vectors $n_j+n_k$ have length $2/\sqrt3$ and lie in pairs along the cube axes, so their squared projections sum to $\frac83s^2$. Two atoms per cell then give $2K\cdot\frac{16}9\cdot\frac83s^2/r_0^2$. With reduced mass $m/2$,

$$\omega^2=\frac2m\left(\frac{4k}3+\frac{512K}{27r_0^2}\right)=\frac{2(0.14152+0.04651)}{51196}=7.35\times10^{-6},$$

so $\omega=0.00271$ hartree, the 17.8 THz found by diagonalization. This is $2.9\,T$ at 300 K, so for this mode the quantum variance in (3) exceeds the classical $T/\omega^2$ by the factor $(\omega/2T)\coth(\omega/2T)\approx1.6$. Over all modes the effect is smaller: it raises $\langle u_x^2\rangle$ by 9%.

## A closed estimate of the failure

Average (1) over a region of $Q$ wide enough for the phases between different atoms to cancel, yet narrow enough for $x=2W$ to stay nearly constant. Only the terms pairing an atom with itself survive. There are two, each with $G=x$, and the prefactor $\frac12$ makes their total $e^{-x+x}=1$. The zeroth order contributes $e^{-x}$ and the first $xe^{-x}$. Hence

$$\overline{I}\approx1-e^{-x},\qquad \overline{I_1}\approx xe^{-x},\qquad s(x)=1-\frac{xe^{-x}}{1-e^{-x}}=1-\frac{x}{e^x-1}. \tag{4}$$

For small $x$, $s\approx x/2-x^2/12$, so the missing share starts as $Q^2\langle u_x^2\rangle/2$. For large $x$ the diffuse intensity tends to 1, the value for independent atoms, while the one-phonon part dies exponentially after its maximum at $x=1$.

Setting $s=0.1$ gives $x=0.2071$, and $s=0.5$ gives $x=1.2564$. Therefore

$$Q_{10}=\sqrt{\frac{0.2071}{0.018794}}=3.32,\qquad Q_{50}=\sqrt{\frac{1.2564}{0.018794}}=8.18\ \text{bohr}^{-1}.$$

Averages of the full calculation over shells of width 1 bohr$^{-1}$ cross these levels at 3.22 and 8.11 bohr$^{-1}$. The estimate at the shell centre is thus 3% and 1% higher. Most of the first gap comes from the shell width. For small $x$ the share is $\overline{x^2/2}/\overline{x}$ with volume weight $Q^2dQ$, which replaces $Q^2$ by $\int Q^6dQ/\int Q^4dQ\approx Q^2+0.75$ bohr$^{-2}$. Equation (4) averaged over such a shell therefore crosses 10% at a centre of $\sqrt{3.32^2-0.75}\approx3.21$ bohr$^{-1}$. The averages include the cells around the Bragg nodes, where the restored uniform motion stands in for the mean diffuse scattering of the cell. This is approximate, because $\delta$ corrects the error of the whole mesh sum and not of that cell alone. The printed shell shares scatter about (4) by up to 1.5 percentage points, for example 15.8% against 14.3% at 4 bohr$^{-1}$. The shell width raises that 14.3% to about 14.9%; residual phase coherence and random sampling of the shells can both contribute to the rest.

Within (4) the threshold scales as $\langle u_x^2\rangle^{-1/2}$. In the classical regime $\langle u_x^2\rangle\propto T$, so it falls as $T^{-1/2}$. On cooling it levels off at a finite value, because zero-point motion remains.

## The failure depends on where in the zone one looks

Points $(h,0,0)$ with odd $h$ are X points on the zone boundary. At $h=13$, $|Q|=7.96$ bohr$^{-1}$ and $2W=1.190$. The missing share is $1-0.1225/0.3809=68\%$, against 48% from (4) at nearly the same $|Q|$. Along this row the share passes 10% between $h=3$ and 5, and 50% between $h=9$ and 11, that is between 5.5 and 6.7 bohr$^{-1}$.

The reason can be read from the one-phonon intensity. Divided by its zone-averaged estimate $xe^{-x}$, it is 0.338 at $h=3$, at $h=5$ and at $h=13$. One-phonon scattering at these points is a third of its average, while the higher orders, which draw on phonons from the whole zone, together reach 70 to 77% of theirs. The constancy of the one-phonon ratio has a meaning too. Raising $h$ by 2 adds a reciprocal lattice vector, which leaves $C(q)$ unchanged but reverses the sign of $e^{-iQ\cdot(\tau_1-\tau_2)}$. Equal ratios at $h=3$ and 5 therefore show that the interference term between the two atoms vanishes there.

Beside a Bragg peak the balance shifts. As $q\to0$ both atoms move together in an acoustic mode with unit polarization $e$, so $v=(e,e)/\sqrt2$. At $K=(4n,0,0)$ with nonzero integer $n$ they also scatter in phase. Equation (2) then gives, for each acoustic mode,

$$I_1\to\frac{e^{-2W}}{2m}\left|\sqrt2\,Q\cdot e\right|^2\frac{T}{\omega^2}=e^{-2W}\frac{T(Q\cdot e)^2}{m\omega^2}\propto\frac1{q^2}.$$

The two-phonon term convolves two such singularities. By dimension $\int d^3q'\,q'^{-2}|q-q'|^{-2}\propto1/q$, which is weaker. At fixed $K$ one-phonon theory thus becomes valid close enough to an allowed peak of this kind, however large $2W$ is. Real space says the same: small $q$ probes large $R$, where $G$ is small and $e^G-1\approx G$. Near $(2,0,0)$ the two atoms scatter in antiphase and this leading term cancels.

The numbers agree. At $(12.2,0,0)$ the missing share is 29%, less than half that at $(13,0,0)$ although $|Q|$ differs by only 6%. At $(16.2,0,0)$, with $|Q|=9.9$ bohr$^{-1}$, it is 46%. Both are $L=10$ values at the first mesh point from the peak, where the supercell error is larger than at X; finer meshes raise each by a little under one percentage point.

## What the thresholds rest on

The form factor cancels from the missing share at each $Q$, and the shell averages are taken in units of $f^2$, so it does not enter the thresholds. Averages of measured intensities not divided by $f^2$ would weight each shell differently. The potential is empirical. Its optical frequency of 17.8 THz and lowest X frequency of 6.65 THz are above the measured values, roughly 16 and 4.5 THz. Softer modes would raise $\langle u_x^2\rangle$ and lower the thresholds, but two frequencies do not fix the net error. By the square-root scaling, a 10% larger $\langle u_x^2\rangle$ lowers them by 5%.

Anharmonicity breaks the Gaussian average behind (1), and bonding charge breaks the common spherical form factor. Compton scattering adds a background that must be removed before measured intensities are compared with (1). The remaining values along $[100]$ and for the shells are in the numerical output; the number on its line headed "two-phonon test" is the explicit convolution sum, not the FFT result. The real-space second-order term, obtained through the FFT, matches it to within one part in $10^7$.

## Values computed for the example and the checks

```
temperature 300 K; kT = 0.000950 hartree; mass = 51195.8 m_e
bond length 4.4440 bohr; lattice constant 10.2630 bohr
bond stiffness k = 0.10614 hartree/bohr^2
angle constant K = 0.04844 hartree
optical frequency at Gamma 17.83 THz
lowest frequency at X 6.65 THz
<u_x^2> for L=12, 24: 0.017504, 0.018149 bohr^2
<u_x^2> extrapolated: 0.018794 bohr^2 = 0.005263 A^2
<u_x^2> extrapolated, shifted mesh: 0.018798 bohr^2
largest relative Hessian error against full potential: 1.2e-06
sampling test, 54 atoms, 20000 configurations, intensities in f^2/atom:
 Q=1.338/bohr sampled 0.0267+-0.0002 all-order 0.0267 one-phonon 0.0261
 Q=2.971/bohr sampled 0.0621+-0.0004 all-order 0.0616 one-phonon 0.0527
 Q=6.119/bohr sampled 0.3349+-0.0024 all-order 0.3367 one-phonon 0.1868
 Q=9.078/bohr sampled 0.4702+-0.0034 all-order 0.4650 one-phonon 0.1348
two-phonon test: FFT route 0.010069 f^2/atom
supercell change L=8 to 12 at (13,0,0), relative:
 all-order intensity 1.82e-04; Debye-Waller factor 4.09e-02
scan (h,0,0), L=10: h, Q (1/bohr), 2W, all, one (f^2/atom), missing %
   3.0   1.837  0.0634   0.02149   0.02014   6.31
   5.0   3.061  0.1761   0.05978   0.04997  16.41
   7.0   4.286  0.3452   0.11697   0.08271  29.29
   9.0   5.510  0.5706   0.19174   0.10913  43.09
  11.0   6.734  0.8523   0.28124   0.12299  56.27
  13.0   7.959  1.1904   0.38091   0.12250  67.84
  15.0   9.183  1.5849   0.48496   0.10993  77.33
  17.0  10.408  2.0357   0.58711   0.08996  84.68
   4.2   2.571  0.1243   0.56940   0.54786   3.78
   8.2   5.020  0.4736   1.70922   1.47251  13.85
  12.2   7.469  1.0484   2.57446   1.83451  28.74
  16.2   9.918  1.8486   2.71551   1.45314  46.49
phonon orders 1..5 at (13,0,0), percent of all-order intensity:
 32.16 39.60 19.88 6.42 1.57
shells: Q (1/bohr), all, one (f^2/atom), missing %, self-term estimate %
  2.0   0.0691   0.0661   4.40   3.71
  3.0   0.1647   0.1499   8.99   8.22
  4.0   0.2444   0.2059  15.75  14.28
  5.0   0.3960   0.3132  20.90  21.66
  6.0   0.5181   0.3612  30.29  30.04
  7.0   0.5829   0.3471  40.45  39.08
  8.0   0.6793   0.3448  49.24  48.36
  9.0   0.7683   0.3227  58.00  57.51
 10.0   0.8489   0.2811  66.89  66.13
10% missing: shell Q = 3.22/bohr = 6.09/A
 self-term estimate: 2W = 0.2071, Q = 3.32/bohr = 6.27/A
50% missing: shell Q = 8.11/bohr = 15.33/A
 self-term estimate: 2W = 1.2564, Q = 8.18/bohr = 15.45/A
```
